\section*{Why Neural-Network Wave Functions Take Interparticle Distances as Inputs}

\section{Cusps and the inputs of a neural-network wave function}

A network that receives only Cartesian electron coordinates and uses smooth activation functions gives a local energy that diverges wherever an electron meets a nucleus or an electron of opposite spin at a point where the wave function is nonzero. In variational Monte Carlo these divergences appear as noise. In the hydrogen example below, such a network needs about $2.6\times10^5$ independent samples for a statistical error of 1 millihartree. The same hidden layer with the electron--nucleus distance as one further input needs of the order of 100.

\subsection{Why smoothness and the Coulomb potential conflict}

We use Hartree atomic units, real wave functions and fixed point nuclei of charge $Z$. The local energy, its mean and its variance are
\begin{equation}
E_L=\frac{H\psi}{\psi},\qquad
E=\frac{\int\psi^2E_L}{\int\psi^2},\qquad
\sigma^2=\frac{\int\psi^2(E_L-E)^2}{\int\psi^2}.
\end{equation}
For an eigenstate $E_L$ is constant and $\sigma^2=0$. The mean of $M$ independent samples drawn from $\psi^2$ has statistical error $\sigma/\sqrt M$.

Take one electron at distance $r$ from a nucleus. If $\psi$ is twice continuously differentiable in $x,y,z$ and $\psi(0)\neq0$, then $-\tfrac12\nabla^2\psi/\psi$ is finite at $r=0$. Nothing cancels the potential, so $rE_L\to-Z$.

Now let the distance be a separate input, $\psi=f(\mathbf r,r)$ with $f$ smooth in all its arguments. Let $\nabla_{\!x}$ act on the Cartesian arguments alone and let $f_r$ be the derivative with respect to the distance argument. Since $\nabla r=\hat{\mathbf r}$ and $\nabla\cdot\hat{\mathbf r}=2/r$,
\begin{align}
\nabla\psi&=\nabla_{\!x}f+f_r\hat{\mathbf r},\\
\nabla^2\psi&=\nabla_{\!x}^2f+2\hat{\mathbf r}\cdot\nabla_{\!x}f_r+f_{rr}+\frac{2f_r}{r}.
\end{align}
The last term is the one the smooth network lacks. The $1/r$ part of $H\psi$ is $-(f_r+Zf)/r$, and it vanishes at the nucleus if
\begin{equation}
\left.\frac{f_r}{f}\right|_{r=0}=-Z. \label{eq:nuc}
\end{equation}

For two electrons, put $\mathbf s=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$. Then $\nabla_1=\nabla_s+\tfrac12\nabla_R$ and $\nabla_2=-\nabla_s+\tfrac12\nabla_R$. The cross terms cancel in the sum of squares:
\begin{equation}
-\tfrac12(\nabla_1^2+\nabla_2^2)=-\nabla_s^2-\tfrac14\nabla_R^2 .
\end{equation}
A smooth function that is nonzero at $s=r_{12}=0$ therefore has $r_{12}E_L\to+1$. With $r_{12}$ as an input, the singular part of $H\psi$ is $(-2f_{r_{12}}+f)/r_{12}$, which vanishes for
\begin{equation}
\left.\frac{f_{r_{12}}}{f}\right|_{r_{12}=0}=\frac12. \label{eq:pair}
\end{equation}

The wave function must acquire a term linear in the distance at coalescence; an input that varies linearly there, as the distance itself does, supplies it directly. The square of the distance, $x^2+y^2+z^2$, is smooth and brings no $1/r$ term. A distance input permits the right slope but does not impose it.

If a smooth $\psi$ vanishes linearly at the nucleus, $E_L$ generally still diverges there, but $H\psi$ stays bounded. A ball of radius $\rho$ then contributes order $\rho^3$ to $\int(H\psi)^2$, instead of the order $\rho$ found when $\psi(0)\neq0$. If the potential is finite at the nucleus, as for a soft pseudopotential, no nuclear cusp is needed.

\subsection{Small variance requires large curvature}

A smooth function can still approach a cusp by bending sharply over a short distance. The price can be bounded for one electron and one nucleus. Suppose $-\tfrac12\nabla^2\psi/\psi\le K$ near the nucleus, and set $K'=K-E>0$. Then
\begin{equation}
E_L-E\le K'-\frac Zr .
\end{equation}
For $r<Z/K'$ the right side is negative, so $(E_L-E)^2\ge(Z/r-K')^2$. Let $m^2$ be the smallest value of the normalised density in this ball, throughout which the bound $K$ must hold. Keeping only the ball's contribution,
\begin{equation}
\sigma^2\ge4\pi m^2\int_0^{Z/K'}(Z-K'r)^2\,dr
=\frac{4\pi m^2Z^3}{3K'} . \label{eq:bound}
\end{equation}
At fixed density near the nucleus, a tenfold smaller bound requires a tenfold larger $K'$.

An explicit family shows how a rounded cusp behaves:
\begin{equation}
\psi_b=e^{-Zu},\qquad u=\sqrt{r^2+b^2}.
\end{equation}
Here $\psi_b'/\psi_b=-Zr/u$ and $\psi_b''/\psi_b=Z^2r^2/u^2-Zb^2/u^3$. With $r^2/u^2=1-b^2/u^2$ and $E_0=-Z^2/2$,
\begin{equation}
E_L-E_0=Z\left[\frac1u+\frac{b^2}{2u^3}-\frac1r\right]+\frac{Z^2b^2}{2u^2}.
\end{equation}
The kinetic part is largest at $r=0$, where it equals $3Z/(2b)$.

For $Zb\ll1$, set $r=bt$. The bracket dominates the variance; the last term changes it only at order $b^2$. The normalised density at the nucleus tends to $Z^3/\pi$, so $\sigma^2\to4Z^5b\,I$ with
\begin{equation}
I=\int_0^\infty\left[\frac{t}{\sqrt{1+t^2}}+\frac{t}{2(1+t^2)^{3/2}}-1\right]^2dt .
\end{equation}
Put $t=\tan\theta$, $S=\sin\theta$, $C=\cos\theta$, so that $dt=d\theta/C^2$. Expanding the square and using $(1-S)^2/C^2=(1-S)/(1+S)$,
\begin{align}
I&=\int_0^{\pi/2}\left[\frac{2}{1+S}-1-S+S^2+\frac{S^2C^2}{4}\right]d\theta\notag\\
&=2-\frac\pi2-1+\frac\pi4+\frac{\pi}{64}=1-\frac{15\pi}{64},
\end{align}
because $\int_0^{\pi/2}d\theta/(1+S)=1$. Hence
\begin{equation}
\sigma^2\to4Z^5b\left(1-\frac{15\pi}{64}\right)\approx1.055\,Z^5b . \label{eq:var}
\end{equation}

For the energy, write $\psi_b=\phi F$ with $\phi=e^{-Zr}$ and $F=e^{Z(r-u)}$. Since $H\phi=E_0\phi$,
\begin{equation}
(H-E_0)\phi F=-\frac{1}{2\phi}\nabla\cdot(\phi^2\nabla F).
\end{equation}
Multiply by $\phi F$ and integrate by parts; the surface terms vanish at the origin and at infinity. With $F'=ZF(1-r/u)$,
\begin{equation}
E-E_0=\frac{\int\phi^2|\nabla F|^2}{2\int\psi_b^2}
\to2Z^5b^3\int_0^\infty t^2\left(1-\frac{t}{\sqrt{1+t^2}}\right)^2dt .
\end{equation}
The same substitution turns the integrand into
\begin{equation}
\frac{S^2}{(1+S)^2}=1-\frac2{1+S}+\frac1{(1+S)^2}.
\end{equation}
The last term integrates to $2/3$: put $\theta=\pi/2-x$ and $y=\tan(x/2)$, which gives $\tfrac12\int_0^1(1+y^2)\,dy$. Therefore
\begin{equation}
E-E_0\to2Z^5b^3\left(\frac\pi2-\frac43\right)\approx0.475\,Z^5b^3 .
\end{equation}

Radial quadrature for hydrogen gives these values, in bohr and hartree units:
\begin{center}
\begin{tabular}{ccccc}
$b$ & $E-E_0$ & $\sigma^2$ & bound (\ref{eq:bound}) & $K$\\
0.5 & $1.0\times10^{-2}$ & 0.191 & 0.149 & 3\\
0.1 & $2.7\times10^{-4}$ & 0.082 & 0.068 & 15\\
0.01 & $4.3\times10^{-7}$ & 0.0103 & 0.0087 & 150
\end{tabular}
\end{center}
From $b=0.1$ to $0.01$ the energy error falls by a factor of about 620, the variance by only 8. A converged energy is thus no evidence of a good cusp. The linear law is a small-$b$ result: at $b=0.5$ it would predict 0.53 instead of 0.19.

\subsection{Why the measured variance is unreliable too}

The variance is finite because the volume element $4\pi r^2dr$ cancels the $1/r^2$ of the squared local energy. Higher moments are not protected. Near the nucleus $|E_L-E|\approx Z/r$, so with an inner cutoff $\varepsilon$ and normalised $\psi$ the singular contributions are
\begin{align}
\int_\varepsilon4\pi r^2\psi(0)^2\frac{Z^3}{r^3}\,dr&\sim4\pi Z^3\psi(0)^2\ln\frac1\varepsilon,\\
\int_\varepsilon4\pi r^2\psi(0)^2\frac{Z^4}{r^4}\,dr&\sim\frac{4\pi Z^4\psi(0)^2}{\varepsilon}.
\end{align}
The standard error of a sampled variance involves the fourth moment, which is infinite. The mean energy still has a finite statistical error, but its estimated error bar can jump when a sample lands close to a nucleus.

\subsection{Hydrogen: one additional input}

Consider the network
\begin{equation}
\psi=e^{-\sqrt{1+r^2}}\sum_kc_k\tanh(\mathbf w_k\cdot\mathbf r+v_kr+\beta_k).
\end{equation}
The envelope is smooth, so a cusp can come only from $v_k\ne0$. The hidden weights and biases are random and fixed. The $c_k$ minimise the energy in a matrix eigenvalue problem, with integrals by three-dimensional quadrature. Both versions share $\mathbf w_k$ and $\beta_k$; the Cartesian one has $v_k=0$.

\begin{center}
\begin{tabular}{ccccc}
 & \multicolumn{2}{c}{$x,y,z$} & \multicolumn{2}{c}{$x,y,z,r$}\\
units & $E$ & $\sigma^2$ & $E$ & $\sigma^2$\\
30 & $-0.4806$ & 0.250 & $-0.49955$ & $2.9\times10^{-3}$\\
60 & $-0.4862$ & 0.259 & $-0.49997$ & $3.6\times10^{-4}$\\
120 & $-0.4896$ & 0.257 & $-0.499996$ & $8.5\times10^{-5}$
\end{tabular}
\end{center}

Combinations of hidden units with singular values below $10^{-6}$ of the largest are discarded as nearly dependent. The small variances obtained with $r$ depend on the random weights, on this threshold and on the quadrature used in the minimisation, so only their order of magnitude is significant: at 120 units a different quadrature gives $E=-0.499998$ and $\sigma^2=6\times10^{-5}$, and a threshold of $10^{-4}$ gives $\sigma^2=8\times10^{-4}$. For this draw of fixed hidden weights, widening the Cartesian network from 30 to 120 units lowers its energy but leaves its variance near 0.25; minimising the energy does not oblige the variance to fall. At 120 units the largest kinetic local energy found on the grid within 1 bohr of the nucleus is $K=2.60$ hartree, so $K'=2.60+0.49=3.09$ hartree. Equation (\ref{eq:bound}), with the smallest density found by dense sampling of the ball, then gives a lower bound of about 0.185 (the coarser quadrature grid gives 0.20), most of the actual 0.257. Limited curvature near the nucleus therefore accounts for most of the noise.

The standard deviations are 0.507 hartree (13.8 eV) without $r$ and 0.0092 hartree (0.25 eV) with it. For a statistical error of $10^{-3}$ hartree,
\begin{equation}
M=\frac{0.257}{10^{-6}}\approx2.6\times10^5,\qquad
M=\frac{8.5\times10^{-5}}{10^{-6}}\approx85 .
\end{equation}
Sampling does not remove the Cartesian network's energy error of 0.010 hartree. To reach $\sigma^2=8.5\times10^{-5}$ with the rounded family, equation (\ref{eq:var}) requires $b\approx8\times10^{-5}$ bohr and hence $K=3/(2b)\approx2\times10^4$ hartree.

The cusp of the better network is still imperfect. Near the nucleus $rE_L\approx-0.02$, so $f_r/f\approx-0.98$ instead of $-1$; with a discard threshold of $10^{-4}$ the residual is $-0.08$. A weak divergence survives, and with it the divergent higher moments, with much smaller prefactors.

\subsection{Helium: separating the two kinds of cusp}

For the helium singlet ground state, each distance enters either as itself or as its smooth partner $\sqrt{1+r^2}$, with lengths in bohr. Calling the chosen inputs $q_1,q_2,q_{12}$, the trial function is $e^{-2(q_1+q_2)}$ times a tanh network of 80 exchange-symmetrised units. Hidden weights are again random, and the energy is minimised by quadrature. True nuclear distances thus also enter the envelope, whose slope of $-2$ is already the exact nuclear cusp; the pair cusp must come from the network.

\begin{center}
\begin{tabular}{lcc}
inputs & $E$ (hartree) & $\sigma^2$ (hartree$^2$)\\
all rounded & $-2.8231$ & 6.42\\
only $r_{12}$ true & $-2.8164$ & 6.34\\
only $r_1,r_2$ true & $-2.9033$ & 0.101\\
all true & $-2.9037$ & $2.3\times10^{-4}$
\end{tabular}
\end{center}

The table uses the discard threshold $10^{-6}$, which keeps 54 to 61 of the 80 directions. The first two energies are not converged in it: for thresholds from $10^{-4}$ to $10^{-8}$ they run from $-2.781$ to $-2.840$ and from $-2.790$ to $-2.839$ hartree, while their variances stay between 6.3 and 6.4. The nuclear cusps dominate the variance. Once they are present, rounding $r_{12}$ costs only 0.4 millihartree in energy but multiplies the variance by about 450 in this example; the figures depend on the random weights and on the threshold, being 0.8 millihartree and a factor of about 90 at $10^{-4}$, and 0.35 millihartree and about 390 at $10^{-8}$. Supplying $r_{12}$ alone hardly helps. With these random weights the energy is even slightly higher than with all distances rounded, which is allowed because neither finite set of functions contains the other; a threshold of $10^{-4}$ reverses the order. With only $r_{12}$ true, $r_{12}E_L\approx0.43$ at a close pair 0.7 bohr from the nucleus, so the slope there is $(1-0.43)/2\approx0.28$ instead of $1/2$. This slope changes strongly with the position of the pair and with the threshold used to discard nearly dependent hidden units, so its value has no significance of its own. The input is available, but energy minimisation has not used it to form the correct pair cusp.

\subsection{What to do}

Supply every electron--nucleus and electron--electron distance, unsquared. To fix the slopes rather than learn them, multiply a smooth network $G$ by a cusp factor. For one nucleus and an opposite-spin pair,
\begin{equation}
\psi=G\exp\left[-\sum_{i=1}^{2}\frac{Zr_i}{1+\alpha r_i}+\frac{r_{12}}{2(1+\gamma r_{12})}\right],\qquad \alpha,\gamma>0 .
\end{equation}
Each fraction $r/(1+\alpha r)$ has unit slope at $r=0$, so (\ref{eq:nuc}) and (\ref{eq:pair}) hold at isolated two-particle coalescences where $G\ne0$. Because the exponent stays bounded at large distance, $G$ must supply the decay. If $G$ also receives distances, its derivative with respect to the vanishing distance must be zero at coalescence, or it will spoil these slopes. The two conditions do not settle the behaviour where all three particles meet.

During optimisation, monitor $rE_L$ and $r_{12}E_L$ at small separations as well as the energy. Where the wave function is nonzero at an isolated two-particle coalescence, values that do not tend to zero reveal a wrong cusp that the energy may barely register.

Numbers in the example were calculated in double precision.
